# Stefan evaporation flux through a stagnant carrier gas

## Result

A liquid precursor A evaporates at the bottom, \(z=0\), of an upright tube filled with carrier gas B. At the mouth, \(z=L\), a sweep of gas holds the mole fraction of A at \(x_L\). At the liquid surface it is \(x_0=p_0/p\), where \(p_0\) is the equilibrium vapour pressure and \(p\) the total pressure. The steady molar flux of A, counted positive towards the mouth, is

\[
N=\frac{cD}{L}\,\ln\frac{1-x_L}{1-x_0},\qquad c=\frac{p}{RT}. \tag{1}
\]

Here \(c\) is the total molar density and \(D\) the binary diffusivity. Dilute Fick diffusion between the same end compositions would give

\[
N_F=\frac{cD}{L}(x_0-x_L). \tag{2}
\]

The assumptions common to both derivations are an ideal gas at uniform temperature, one-dimensional transport, constant \(D\), a surface at equilibrium with \(x_0<1\), a nearly fixed liquid level, and a carrier that does not dissolve. There is no reaction or condensation on the walls. "Stagnant" means that the carrier has no net flux; the mixture as a whole does move. In a real tube the fluxes below are cross-section averages: the wall retards the flow, so the carrier circulates, down near the wall and up near the axis. For the slow flow of the example below, a Taylor-dispersion estimate puts the effect on the flux below 0.1%.

## First derivation: diffusion on top of a drift

Let \(N_A\) and \(N_B\) be the molar fluxes relative to the tube, and \(x\) the mole fraction of A. The molar-average velocity is

\[
v=\frac{N_A+N_B}{c}.
\]

Fick's law describes diffusion relative to this moving frame. The flux relative to the tube is therefore the amount carried by the drift, \(cxv\), plus the diffusive part:

\[
N_A=x(N_A+N_B)-cD\frac{dx}{dz}. \tag{3}
\]

In the steady state nothing accumulates, so \(N_A\) and \(N_B\) are each independent of \(z\). The carrier cannot enter the liquid, so \(N_B=0\) at \(z=0\), and hence \(N_B=0\) throughout the tube. Writing \(N_A=N\), equation (3) becomes

\[
N=xN-cD\frac{dx}{dz}
\quad\Longrightarrow\quad
N(1-x)=-cD\frac{dx}{dz}. \tag{4}
\]

At each height the drift carries the fraction \(x\) of the flux, and diffusion carries the remaining \(1-x\).

The carrier is also diffusing. Its mole fraction is \(1-x\), so its diffusive flux is \(-cD\,d(1-x)/dz=+cD\,dx/dz\). This is negative, towards the liquid, because \(x\) falls with height. The drift carries B outwards at the rate \(c(1-x)v=(1-x)N\), and (4) says that the two cancel. The drift is thus what keeps the carrier from piling up against a surface it cannot cross.

Divide (4) by \(1-x\) and integrate from the surface to the mouth. Since \(d\ln(1-x)=-dx/(1-x)\),

\[
N\int_0^L dz=cD\int_{x_0}^{x_L}d\ln(1-x)
=cD\left[\ln(1-x_L)-\ln(1-x_0)\right],
\]

which is (1). The density \(c\) came out of the integral because pressure and temperature are uniform.

Stopping the integration at height \(z\) gives \(\ln[(1-x)/(1-x_0)]=Nz/(cD)\). Substituting (1) for \(N\) yields the profile

\[
1-x(z)=(1-x_0)^{1-z/L}(1-x_L)^{z/L}. \tag{5}
\]

The carrier fraction is an exponential in \(z\), which is convex, so the vapour fraction is concave and lies above the straight line joining its end values.

## Second derivation: the force on the resting carrier

The second route asks what holds the carrier in place. Its partial pressure \(p_B\) is higher at the mouth than at the liquid, and this gradient pushes it down the tube. The only other force considered is the drag of the vapour streaming upwards through it.

Collisions between A and B transfer momentum at a rate proportional to both molar densities and, for slow motion, to the difference of the mean velocities \(u_A\) and \(u_B\). The force per volume exerted by A on B is

\[
f=\zeta c_Ac_B(u_A-u_B)=\zeta(c_BN_A-c_AN_B), \tag{6}
\]

where \(N_i=c_iu_i\), and \(\zeta\) is a friction coefficient taken to depend on temperature alone. Neglecting inertia, gravity and wall friction, the balances are

\[
-\frac{dp_B}{dz}+f=0,\qquad -\frac{dp_A}{dz}-f=0. \tag{7}
\]

Their sum is \(d(p_A+p_B)/dz=0\). The uniform total pressure is here a consequence of the force balances.

To relate \(\zeta\) to \(D\), consider equal and opposite fluxes, \(N_A=-N_B=J\). Then (6) gives \(f=\zeta(c_B+c_A)J=\zeta cJ\). With \(p_A=RTc_A\), the second balance in (7) becomes

\[
J=-\frac{RT}{\zeta c}\frac{dc_A}{dz}.
\]

There is no molar drift in this situation, so the coefficient is the diffusivity:

\[
D=\frac{RT}{\zeta c},\qquad cD=\frac{RT}{\zeta}. \tag{8}
\]

At fixed temperature \(cD\) does not depend on pressure, and \(D\) varies as \(1/p\).

Now return to evaporation, with \(N_B=0\) and \(N_A=N\). The drag is \(f=\zeta c_BN\), and the carrier balance reads

\[
\frac{dp_B}{dz}=\zeta c_BN=\frac{\zeta}{RT}\,p_BN=\frac{N}{cD}\,p_B .
\]

The drag per mole of carrier is the same at every height, as weight is in an isothermal atmosphere, and the solution is likewise exponential:

\[
p_B(L)=p_B(0)\,e^{NL/(cD)}. \tag{9}
\]

The carrier pressures at the two ends are \(p_B(0)=p(1-x_0)\) and \(p_B(L)=p(1-x_L)\). Taking the logarithm of (9) and solving for \(N\) gives (1) again.

## What the two derivations assume

The first route takes Fick's law in the molar-average frame and a uniform pressure as its starting points. The second takes pairwise drag and the absence of other forces, and obtains the uniform pressure from them. Both need the impermeable surface and steady conservation to set \(N_B=0\).

The transport laws are equivalent. Put (6) and (8) into the balance for A, with \(p_A=px=cRTx\):

\[
cRT\frac{dx}{dz}=-\frac{RT}{cD}\,c\left[(1-x)N_A-xN_B\right].
\]

Multiplying by \(D/(RT)\) gives \(cD\,dx/dz=-(1-x)N_A+xN_B\), which is (3) rearranged. The agreement of the two routes therefore confirms the algebra; it is not independent evidence for the transport law.

They differ in what they make easy. The first separates drift from diffusion and extends to transients by restoring the accumulation term. The second extends to several vapours. If each species \(j\) drags on the resting carrier with its own pair diffusivity \(D_{Bj}\), the same steps give

\[
\ln\frac{p_B(L)}{p_B(0)}=\frac{L}{c}\sum_j\frac{N_j}{D_{Bj}} .
\]

This is one relation among the fluxes, so further balances are needed to find each of them. The second route also shows where both fail in a very narrow pore: once collisions with the wall are no longer rare compared with those between molecules, a wall force must be added to (7).

If \(D\) varies with composition, it stays inside the integral of (4), and

\[
N=\frac{c}{L}\int_{x_L}^{x_0}\frac{D(x)}{1-x}\,dx. \tag{10}
\]

## The logarithmic correction

Define the enhancement over Fick's result as

\[
F=\frac{N}{N_F}=\frac{1}{x_0-x_L}\ln\frac{1-x_L}{1-x_0}. \tag{11}
\]

Its meaning follows from averaging (4) over the tube. The left side becomes \(N(1-\langle x\rangle)\), and the right side becomes \(cD(x_0-x_L)/L=N_F\). Hence

\[
F=\frac{1}{1-\langle x\rangle}.
\]

The correction is set by the length-averaged vapour fraction. By (11), the average carrier fraction \(1-\langle x\rangle\) is the logarithmic mean of its two end values.

For small fractions use \(-\ln(1-x)=x+x^2/2+x^3/3+\dots\). The logarithm in (11) is then \((x_0-x_L)+(x_0^2-x_L^2)/2+(x_0^3-x_L^3)/3+\dots\), and division by \(x_0-x_L\) gives

\[
F=1+\frac{x_0+x_L}{2}+\frac{x_0^2+x_0x_L+x_L^2}{3}+\dots \tag{12}
\]

Fick's result is the dilute limit, and the leading relative correction is the mean of the end fractions.

There is a second case in which (2) holds, without any dilution. If \(N_B=-N_A\), the drift term in (3) vanishes and \(N_A=-cD\,dx/dz\), which integrates to (2). Equimolar counterflow requires a surface that takes up one mole of B for each mole of A released, which an inert carrier over a liquid does not provide.

In the opposite limit, \(x_0\to1\), the logarithm diverges. The carrier fraction at the surface tends to zero, and by (9) an ever larger flux is needed to maintain the ratio of carrier pressures. Long before the flux is infinite, heat supply or flow resistance takes control. If \(p_0\geq p\) at the surface temperature, the liquid can boil, and (1) gives no steady flux. Evaporative cooling can keep the surface below this limit even when the liquid beneath is warmer.

## Worked example: TEOS in nitrogen

Tetraethyl orthosilicate (TEOS) is a liquid precursor for silicon dioxide films. Take 365 K and 100 Torr, with rough values of 40 Torr for the vapour pressure and \(D=0.60\ \mathrm{cm^2/s}\) at this total pressure. The 40 Torr is an illustrative value at the low end: tabulated data for TEOS at this temperature lie nearer 60 Torr, which would roughly double the flux at 100 Torr, raise \(F\) to about 1.6, and put total pressures of 50 and 42 Torr beyond boiling. The mouth is held at 2 Torr of vapour. The tube is 100 mm long and 5 mm in inner radius.

The end fractions are \(x_0=0.40\) and \(x_L=0.02\), and \(c=4.393\ \mathrm{mol/m^3}\). The logarithm is \(\ln(0.98/0.60)=0.4906\), so

\[
N=\frac{4.393\times0.60\times10^{-4}}{0.100}\times0.4906
=1.29\times10^{-3}\ \mathrm{mol\,m^{-2}\,s^{-1}} .
\]

With the molar mass of 208.33 g/mol this is 97 mg/(cm² h), or about 76 mg/h from the tube area of 0.785 cm². Fick's formula replaces 0.4906 by 0.38 and gives 1.00 mmol/(m² s). The ratio is \(F=1.29\); series (12) gives 1.21 to first order and 1.27 to second. If a measured flux were used to find \(D\), formula (2) would return a value 29% too high at these compositions.

The drift velocity \(v=N/c\) is only 0.29 mm/s, yet it carries 40% of the vapour flux at the surface and 2% at the mouth. At mid-height (5) gives a vapour pressure of \(100-\sqrt{60\times98}=23.3\) Torr, against 21 Torr on the straight line.

Two numerical tests support the formula. Integrating the friction law and adjusting the flux until the mouth composition is met gives \(NL/(cD)=0.4906\). Marching the time-dependent drift and diffusion equation from a tube initially at the mouth composition leads to the same value, with the mouth flux within 1% of its final value after 72 s. For equimolar counterflow the friction law gives 0.3800, the Fick value.

Lowering the total pressure at fixed temperature, tube length and end vapour pressures raises the flux:

| \(p\) (Torr) | \(N\) (mmol/(m² s)) | \(F\) |
|---:|---:|---:|
| 760 | 0.136 | 1.03 |
| 100 | 1.29 | 1.29 |
| 50 | 4.13 | 2.06 |
| 42 | 7.90 | 3.31 |

Since \(cD\) is fixed, Fick's flux varies as \(1/p\), a factor of 7.6 from 760 to 100 Torr. The Stefan flux rises by about 9.5, the rest being the growth of \(F\).

## Size of the neglected effects

**Cooling.** Evaporation removes heat at the rate \(N\Delta H\). Suppose it is supplied from below, by conduction alone, through a still liquid layer of depth \(d=2\) mm and conductivity \(k=0.13\) W/(m K), with \(\Delta H=50\) kJ/mol. The surface temperature \(T_s\) then satisfies

\[
\frac{k(T-T_s)}{d}=\Delta H\,N(T_s),\qquad
p_0(T_s)=p_0(T)\exp\left[-\frac{\Delta H}{R}\left(\frac1{T_s}-\frac1T\right)\right].
\]

With \(cD\) kept at its 365 K value, the surface is 0.94 K colder than the base and the flux falls by 5.6%. The sensitivity follows by differentiating (1) with respect to \(x_0\):

\[
\frac{\delta N}{N}=\frac{x_0}{(1-x_0)\ln[(1-x_L)/(1-x_0)]}\,\frac{\delta p_0}{p_0}
\approx1.36\,\frac{\delta p_0}{p_0}.
\]

A small relative error in the vapour pressure is therefore amplified by about a third. At 50 and 42 Torr the isothermal fluxes would require temperature drops \(N\Delta H\,d/k\) of about 3 K and 6 K. Solving the heat balance at these pressures lowers the flux by more than 20% and 40% respectively, so those two rows of the table are not self-consistent for a still layer. A colder surface can set the liquid in motion, through buoyancy or surface tension. With rough liquid properties the Rayleigh and Marangoni numbers of this layer are each of order a few thousand, against onsets near 1000 and 80, so a clean layer is not expected to stay still, and the cooling and loss of flux given here are upper estimates.

**Mouth.** If the gas outside is still and the mouth opens through a wide flat wall, the vapour meets a further resistance there. Assume \(N_B=0\) locally, which walls and buoyancy outside the tube need not respect. The flux is then \(-cD\,\nabla\phi\) with \(\phi=-\ln(1-x)\), and conservation gives \(\nabla^2\phi=0\). The problem is that of steady conduction. A disc of radius \(a\) emitting a uniform flux \(j\) into a half space of conductivity \(cD\) has the rim potential, relative to far away,

\[
\frac{j}{2\pi cD}\int_{-\pi/2}^{\pi/2}2a\cos\theta\,d\theta=\frac{2aj}{\pi cD}.
\]

Building the disc up ring by ring to the tube radius \(r\) counts each pair of sources once. Doubling the sum and dividing by the total source \(\pi r^2j\) gives the mean potential:

\[
\frac{2}{\pi r^2j}\int_0^r\frac{2aj}{\pi cD}\,j\,2\pi a\,da=\frac{8r}{3\pi}\,\frac{j}{cD}.
\]

This equals an added tube length \(8r/(3\pi)\), or 4.2 mm. The true flux distribution minimizes the dissipation, so the uniform one overestimates the resistance. Within this model the flux is lowered by at most 4.1%, with the distant gas at 2 Torr of vapour.

**Diffusivity and vapour.** If \(D\) rose linearly by an assumed 10% from pure carrier to pure vapour, (10) would raise the flux by 2.3% relative to the pure-carrier value. With a rough second virial coefficient \(B\) of −2500 cm³/mol, the non-ideality \(|B|p_0/(RT)\) is 0.44%; a coefficient twice as large would still leave it below 1%.

**Surface and flow.** The flux is \(1.5\times10^{-5}\) of the kinetic limit \(p_0/\sqrt{2\pi M_ART}\) for unit sticking, with \(M_A\) the molar mass of A, so equilibrium at the surface is a good assumption unless sticking is extremely poor. Viscous and hydrostatic pressure differences are below \(10^{-4}\) of \(p\). The gas is denser at the bottom, 0.44 against 0.14 kg/m³, which is stable in an upright tube. A vapour lighter than its carrier could instead set off convection.

**Level.** Without refill the liquid would fall 1.1 mm/h, which at the steady rate is 0.02 mm in the settling time. The start-up flux is larger, because the tube must also fill with vapour, and the actual fall in that time is about 0.04 mm. This is still negligible against 100 mm, so the steady treatment is justified. The 2 mm layer must nevertheless be topped up in a long run.

## Relation to real precursor delivery

The still tube is a controlled geometry. In a swept vessel the carrier moves over the liquid, and the 100 mm of still gas is lost. In a bubbler the carrier rises through the liquid as bubbles, which fill with vapour as they rise; the steady state and the one-dimensional path are then lost too, and (1) does not apply. If the sweep in a vessel left a still layer of 10 mm above the liquid with the same end compositions, (1) would give ten times the flux. The isothermal estimate of the cooling would also grow tenfold, to about 10 K for the same still liquid layer, so heat supply would then have to be solved together with diffusion. The vapour fraction of 0.40 is high by choice, to make the correction visible; at 760 Torr, with the same vapour pressures, the vapour fraction at the surface is about 5% and the correction about 3%. The remaining numbers are in the numerical output below.

## Table of computed values

```
INPUTS (material values rough, TEOS in nitrogen)
temperature = 365 K
total pressure = 100 Torr
vapour pressure at surface = 40 Torr
vapour pressure at mouth = 2 Torr
diffusivity at total pressure = 0.60 cm2/s
tube length = 100 mm, radius = 5 mm
molar masses A, B = 208.33, 28.01 g/mol
heat of vaporization = 50 kJ/mol
liquid depth = 2 mm, conductivity = 0.13 W/(m K)
liquid density = 0.86 g/cm3
gas viscosity = 2.0e-05 Pa s
vapour second virial coefficient = -2500 cm3/mol
RESULTS
mole fractions x0, xL = 0.400, 0.020
total molar density c = 4.393 mol/m3
logarithm = v L/D = 0.4906
same from friction law by shooting = 0.4906
same from transient march = 0.4906
equimolar counterflow, reduced flux = 0.3800
Stefan flux = 1.293 mmol/(m2 s)
Fick flux = 1.002 mmol/(m2 s)
enhancement F = 1.2911
F to first order = 1.2100, second = 1.2661
Stefan mass flux = 97.0 mg/(cm2 h)
tube area = 0.785 cm2
delivery of tube = 76.2 mg/h
molar-average drift velocity = 0.294 mm/s
vapour pressure at mid-height = 23.32 Torr
straight-line value there = 21.00 Torr
mouth flux settles to 1% after = 72 s
TOTAL PRESSURE SCAN (D proportional to 1/p)
p = 760 Torr: N = 0.136 mmol/(m2 s), F = 1.029
p = 200 Torr: N = 0.562 mmol/(m2 s), F = 1.122
p = 100 Torr: N = 1.293 mmol/(m2 s), F = 1.291
p = 50 Torr: N = 4.135 mmol/(m2 s), F = 2.064
p = 42 Torr: N = 7.896 mmol/(m2 s), F = 3.311
NEGLECTED EFFECTS
surface cooling = 0.94 K, flux change = -5.6 %
mouth resistance, flux change at most = -4.1 %
D rising 10% from pure B to pure A: flux +2.3 %
vapour non-ideality |B| p0/(R T) = 0.44 %
flux / kinetic limit (unit sticking) = 1.5e-05
viscous pressure drop / p = 9.3e-08
hydrostatic pressure difference / p, at most = 3.2e-05
gas density bottom, top = 0.440, 0.139 kg/m3
level fall without refill = 1.13 mm/h
level fall during settling = 0.022 mm
carrier flux filling vacated space / N = 6.4e-04
```
